\section*{KKR secular equation from the Kohn–Rostoker functional and its second-order energy error}

\section{Definitions and conventions}

The Hamiltonian is $H=-\nabla^2+V$, with lengths in bohr and energies in Ry. There is one muffin-tin sphere of radius $s$ per cell of volume $\Omega$, and the spheres do not overlap. The potential $V(r)$ is real, spherical and bounded, and it vanishes for $r\ge s$. The Bloch vector is $\mathbf k$, and $\mathbf K=\mathbf k+\mathbf g$ runs over the reciprocal lattice vectors $\mathbf g$. The energy $E=\kappa^2>0$ is real and differs from every free energy $K^2$. The Bloch-periodic Green function is
\begin{equation}
G(\mathbf r,\mathbf r')=\frac1\Omega\sum_{\mathbf K}\frac{e^{i\mathbf K\cdot(\mathbf r-\mathbf r')}}{E-K^2},\qquad
(\nabla^2+E)G=\delta(\mathbf r-\mathbf r')
\label{G}
\end{equation}
within a cell. For real $E$ it is Hermitian, $G(\mathbf r,\mathbf r')^*=G(\mathbf r',\mathbf r)$.

$Y_L$, $L=(l,m)$, are real orthonormal spherical harmonics. $R_l(r;E)$ is the real regular solution of the radial equation, normalized so that $R_l\to(r/s)^l$ as $r\to0$. The spherical Bessel functions $j_l,n_l$ have argument $\kappa r$ unless another is shown, with $n_0(x)=-\cos x/x$. Primes on radial functions denote $d/dr$, and
\begin{equation}
W[f,g]=fg'-f'g,\qquad W[j_l,n_l]=\frac{1}{\kappa r^2}.
\label{W}
\end{equation}

\section{The functional and its stationary points}

The Kohn--Rostoker functional is
\begin{equation}
\Lambda[\psi]=\int\psi^*V\psi\,d^3r-\iint\psi^*(\mathbf r)V(r)G(\mathbf r,\mathbf r')V(r')\psi(\mathbf r')\,d^3r\,d^3r',
\label{Lam}
\end{equation}
with both integrals over the sphere. Write $Q=V-VGV$, which is Hermitian. At fixed $E$, to first order,
\begin{equation}
\delta\Lambda=2\,\mathrm{Re}\,\langle\delta\psi|Q|\psi\rangle .
\end{equation}
Using both $\delta\psi$ and $i\delta\psi$ shows that $\Lambda$ is stationary if and only if $V\psi=VGV\psi$. Its value is then zero.

This is the Bloch problem. Let $V\psi\ne0$ and $\varphi=GV\psi$ in the whole cell. Then $V\varphi=V\psi$, so $(\nabla^2+E)\varphi=V\psi=V\varphi$, and $\varphi$ is a Bloch state. Conversely, if $\psi$ is a Bloch state of energy $E$, then $\psi-GV\psi$ obeys the free equation. Its plane-wave coefficients satisfy $(E-K^2)c_{\mathbf K}=0$ and vanish because $E\ne K^2$.

\section{Reduction to two concentric spheres}

Restrict the integrations to $r<a$ and $r'<b$, with $a=s-2\varepsilon$ and $b=s-\varepsilon$. The singularity of $G$ is $-1/(4\pi|\mathbf r-\mathbf r'|)$, which is integrable in three dimensions. The restricted functional $\Lambda(a,b)$ therefore tends to $\Lambda$ as $\varepsilon\to0$.

Take a trial function that solves $(\nabla^2+E)\psi=V\psi$ inside the sphere. Green's theorem in $\mathbf r'$, with $\partial'=\partial/\partial r'$, gives for $r<b$
\begin{align}
\oint_b(G\,\partial'\psi-\psi\,\partial'G)\,dS'
&=\int_{r'<b}\left[G(\nabla'^2+E)\psi-\psi(\nabla'^2+E)G\right]d^3r'\nonumber\\
&=\int_{r'<b}GV\psi\,d^3r'-\psi(\mathbf r).
\end{align}
The terms in $E$ cancel in the first line, and the delta function supplies $-\psi(\mathbf r)$. Hence
\begin{equation}
F(\mathbf r)\equiv\psi(\mathbf r)-\int_{r'<b}GV\psi\,d^3r'
=\oint_b(\psi\,\partial'G-G\,\partial'\psi)\,dS'.
\label{F}
\end{equation}
Since $r\le a<b$, the surface integrand is smooth and $(\nabla^2+E)F=0$. Substituting $V\psi^*=(\nabla^2+E)\psi^*$ and $EF=-\nabla^2F$,
\begin{align}
\Lambda(a,b)&=\int_{r<a}V\psi^*F\,d^3r
=\int_{r<a}(F\nabla^2\psi^*-\psi^*\nabla^2F)\,d^3r\nonumber\\
&=\oint_a(F\,\partial\psi^*-\psi^*\partial F)\,dS .
\label{surf}
\end{align}

Setting $a=b$ at this point would leave an undefined integral, because $\partial\partial'G$ behaves as $|\mathbf r-\mathbf r'|^{-3}$, which is not integrable on a surface. In partial waves the singular part of $G$ is $\kappa j_l(\kappa r)n_l(\kappa r')$ for $r<r'$. For large $l$ the leading small-argument forms of $j_l$ and $n_l$ give
\begin{equation}
\kappa j_ln_l\simeq-\frac{r^l}{(2l+1)r'^{\,l+1}},\qquad
\partial\partial'(\kappa j_ln_l)\simeq\frac{l(l+1)}{2l+1}\,\frac{r^{l-1}}{r'^{\,l+2}} .
\end{equation}
On one sphere this grows as $l/(2s^3)$. On two spheres the factor $(a/b)^l$ makes it decay. For $E=0.45$ and $s=2.8$, direct evaluation on one sphere gives $0.235$ at $l=10$ and $0.921\ \mathrm{bohr}^{-3}$ at $l=40$. With radii $2.4$ and $2.8$ the values are $0.060$ and $0.0023\ \mathrm{bohr}^{-3}$.

The first derivative $\partial'G$ also depends on the side of approach. By (\ref{W}), each partial wave of it jumps by $\kappa W[j_l,n_l]=1/r^2$ as $r'$ passes $r$ from below. The ordering $r<r'$ removes this ambiguity. The angular integrals are done first, and then $\varepsilon\to0$.

\section{Partial waves and the secular equation}

Define $G_0=\kappa\sum_Lj_l(\kappa r_<)n_l(\kappa r_>)Y_L(\hat{\mathbf r})Y_L(\hat{\mathbf r}')$. Each term solves the free equation for $r\ne r'$, and the derivative jump $1/r^2$ supplies the delta function. Thus $G-G_0$ is a regular free solution in both variables inside the sphere, and for $r<r'$
\begin{equation}
G=\sum_{LL'}i^{\,l-l'}\left[A_{LL'}j_l(\kappa r)j_{l'}(\kappa r')+\kappa\delta_{LL'}j_l(\kappa r)n_l(\kappa r')\right]Y_L(\hat{\mathbf r})Y_{L'}(\hat{\mathbf r}').
\label{exp}
\end{equation}
This defines the structure constants $A_{LL'}(E,\mathbf k)$, which do not depend on $V$.

Insert $\psi=\sum_Li^lC_LR_lY_L$ into (\ref{F}). The phases combine as $i^{\,l-l'}i^{\,l'}=i^l$, the surface element gives $b^2$, and $R\,\partial'g-g\,R'=W[R,g]$:
\begin{equation}
F=b^2\sum_{LL'}i^lY_Lj_l(\kappa r)\left\{A_{LL'}W_b[R_{l'},j_{l'}]+\kappa\delta_{LL'}W_b[R_l,n_l]\right\}C_{L'} .
\label{Fpw}
\end{equation}
In (\ref{surf}) the phases cancel, $(-i)^li^l=1$, and the radial factor is $a^2(j_lR_l'-R_lj_l')=-a^2W_a[R_l,j_l]$. Therefore $\Lambda(a,b)=\sum C_L^*\Lambda_{LL'}C_{L'}$ with
\begin{equation}
\Lambda_{LL'}=-a^2b^2W_a[R_l,j_l]\left\{A_{LL'}W_b[R_{l'},j_{l'}]+\kappa\delta_{LL'}W_b[R_l,n_l]\right\}.
\label{LamM}
\end{equation}
Every element is continuous in $a$ and $b$, so at finite $l_{\max}$ both radii may now be set to $s$.

Outside the potential $R_l=N_l(\cos\eta_l\,j_l-\sin\eta_l\,n_l)$, which defines the phase shift $\eta_l$. Since $W$ is antisymmetric,
\begin{equation}
W[R_l,n_l]=N_l\cos\eta_l\,W[j_l,n_l],\qquad
W[R_l,j_l]=N_l\sin\eta_l\,W[j_l,n_l],
\end{equation}
and their ratio is $\cot\eta_l$. Let $w_l=W_s[R_l,j_l]$. Then
\begin{equation}
\Lambda_{LL'}=-s^4w_l\left(A_{LL'}+\kappa\cot\eta_l\,\delta_{LL'}\right)w_{l'} .
\end{equation}
Stationarity in $C_L^*$ requires $\sum_{L'}\Lambda_{LL'}C_{L'}=0$. If no $w_l$ vanishes, a nonzero solution exists when
\begin{equation}
\boxed{\det\left[A_{LL'}(E,\mathbf k)+\kappa\cot\eta_l(E)\,\delta_{LL'}\right]=0 .}
\label{KKR}
\end{equation}

If some $w_l=0$, so that $\eta_l$ is a multiple of $\pi$, row $L$ of $\Lambda_{LL'}$ vanishes whether or not there is a Bloch state. The full condition is $F=0$, that is, the vanishing of the braces in (\ref{Fpw}). A code should then use
\begin{equation}
\det\left[A_{LL'}w_{l'}+\kappa\delta_{LL'}W_s[R_l,n_l]\right]=0 .
\end{equation}

\section{The energy error}

Let $\psi$ be a nondegenerate solution at $E_0$, with $\psi=GV\psi$. Differentiating $1/(E-K^2)$ gives $dG/dE=-G^2$, so
\begin{equation}
\left\langle\psi\left|\frac{dQ}{dE}\right|\psi\right\rangle=\langle\psi|VG^2V|\psi\rangle
=\langle\psi|\psi\rangle_{\rm cell}\equiv N>0 .
\end{equation}
This norm includes the interstitial region, although $\Lambda$ needs $\psi$ only inside the sphere. For a trial function $\psi+\delta$, the trial energy $E_0+\Delta$ is the zero of $\Lambda$ near $E_0$. Terms linear in $\delta$ vanish because $Q(E_0)\psi=0$:
\begin{equation}
0=\langle\delta|Q(E_0)|\delta\rangle+N\Delta+O(\Delta\|\delta\|)+O(\Delta^2).
\end{equation}
Hence
\begin{equation}
\boxed{\Delta=-\frac{\langle\delta|V-VGV|\delta\rangle}{\langle\psi|\psi\rangle_{\rm cell}}+O(\|\delta\|^3).}
\label{err}
\end{equation}
If the trial function varies smoothly with $E$, then $\delta$ changes by $O(\Delta)$, which affects only the terms already neglected.

Optimizing linear coefficients keeps this order. Let $M(E)$ be the matrix of $Q$ in the trial basis, and let the unit vector $c$ represent $\psi+\delta$ up to a factor. At $E_0$, $Mc=O(\|\delta\|)$ and $c^\dagger Mc=O(\|\delta\|^2)$. Let $\mu$ be the eigenvalue nearest zero, with unit eigenvector $u$, and let the others have magnitude at least $\gamma>0$. Write $c=u\cos\theta+v\sin\theta$ with $v\perp u$. Then $\|Mc\|\ge\gamma|\sin\theta|$, so $\sin\theta=O(\|\delta\|)$, and
\begin{equation}
\mu\cos^2\theta=c^\dagger Mc-\sin^2\theta\,v^\dagger Mv=O(\|\delta\|^2).
\end{equation}
Near $E_0$ the slope $d\mu/dE$ is positive, being $N$ over the squared length of the coefficient vector up to $O(\|\delta\|)$. The root therefore moves by $O(\|\delta\|^2)$. The argument fails if $\gamma$ is comparable with the error, as near a degeneracy, where the nearly degenerate states must be treated together.

\subsection{Angular-momentum truncation}

Let $P$ project on $l\le l_{\max}$. Stationarity among all functions in this space, with free radial parts, reads $\psi=PGV\psi$ where $V\ne0$. Since $P$ commutes with $\nabla^2$ and $V$, applying $\nabla^2+E$ gives $(\nabla^2+E)\psi=V\psi$. The radial functions $R_l(r;E)$ thus make $\Lambda$ stationary in the truncated space, and at a given $l_{\max}$ the energy error is of second order in the omitted waves.

For $V\le0$ this truncation error has a fixed sign. The equation $\psi=PGV\psi$ is the Bloch problem of $-\nabla^2+PVP$, and $PVP-V=-(1-P)V(1-P)\ge0$, so each truncated level lies at or above the exact level of the same index. For an arbitrary trial function the sign of (\ref{err}) is not fixed in general. Suppose $V=-U^2\le0$, so that $Q=-U(1+UGU)U$. Between free energies the eigenvalues of $-(1+UGU)$ increase with $E$. They cross zero upwards at the levels, and at a nondegenerate free energy one of them passes from $+\infty$ to $-\infty$. For $E\to-\infty$, where (\ref{G}) still defines $G$ and $UGU\to0$, all are negative. The number of positive ones is therefore the number of levels below $E$ minus the number of free energies below $E$. Where this number is zero and $E$ is not itself a level, $\Lambda<0$ for any trial function with $V\psi\ne0$, and no trial root can occur.

\subsection{Approximate radial functions}

If $\tilde R_l$ solves the radial equation for another potential $\tilde V$, the surface form (\ref{LamM}) is the functional of $\tilde V$. Its roots are the levels of $\tilde V$, with the generally first-order error $\langle\psi|\tilde V-V|\psi\rangle/N$. To keep the second-order error, use (\ref{Lam}) with the true $V$. Inserting $e^{i\mathbf K\cdot\mathbf r}=4\pi\sum_Li^lj_l(Kr)Y_L(\hat{\mathbf K})Y_L(\hat{\mathbf r})$ into (\ref{G}) gives
\begin{align}
\Lambda_{LL'}&=\delta_{LL'}\int_0^sV\tilde R_l^2r^2dr-\frac{(4\pi)^2}{\Omega}\sum_{\mathbf K}\frac{I_l(K)I_{l'}(K)Y_L(\hat{\mathbf K})Y_{L'}(\hat{\mathbf K})}{E-K^2},\nonumber\\
I_l(K)&=\int_0^sV\tilde R_l\,j_l(Kr)\,r^2dr .
\label{vol}
\end{align}

\section{Computing the structure constants}

Multiply (\ref{exp}), together with its counterpart for $r>r'$, by $h_l(r)Y_L(\hat{\mathbf r})\,h_{l'}(r')Y_{L'}(\hat{\mathbf r}')$, with smooth radial weights $h_l$, and integrate both variables over the sphere. The phase $i^{\,l-l'}$ appears on both sides and cancels. With $\tilde h_l(q)=\int_0^sh_lj_l(qr)r^2dr$, the plane-wave form of $G$ yields
\begin{align}
A_{LL'}&=\frac{S_{LL'}-\delta_{LL'}D_l}{\tilde h_l(\kappa)\tilde h_{l'}(\kappa)},\nonumber\\
S_{LL'}&=\frac{(4\pi)^2}{\Omega}\sum_{\mathbf K}\frac{\tilde h_l(K)\tilde h_{l'}(K)Y_L(\hat{\mathbf K})Y_{L'}(\hat{\mathbf K})}{E-K^2},\nonumber\\
D_l&=2\kappa\int_0^sdr'\,r'^2h_l(r')n_l(\kappa r')\int_0^{r'}dr\,r^2h_l(r)j_l(\kappa r).
\end{align}
The factor 2 adds the two radial orderings. The choice $h_l=(r/s)^l(1-r^2/s^2)^6$ has a sixth-order zero at $s$, so $\tilde h_l(K)$ falls as $K^{-8}$ and the sum converges rapidly. For $\kappa s<\pi$ the denominators are positive, because $h_l$ and $j_l$ are positive inside the sphere.

\section{Worked example}

The model is a simple cubic crystal with lattice constant $6$ bohr, $s=2.8$ bohr, $V=-2(1-r^2/s^2)^3$ Ry and $\mathbf k=(0.3,0.2,0.1)\,2\pi/6$. The two lowest free energies are $(2\pi/6)^2\times0.14=0.1535$ and $(2\pi/6)^2\times0.54=0.5922$ Ry. The second band lies between them. Diagonalizing $H$ in 1541 plane waves ($K<7.5\ \mathrm{bohr}^{-1}$) gives $-0.12397$, $0.39748$ and $0.64264$ Ry for the first three bands. Between $0.1535$ Ry and the second level there is one level and one free energy below $E$, so no trial root lies there, and a truncated root between the two free energies is an upper bound to the second level.

The radial functions come from their power series, the structure sum is cut at $K=20\ \mathrm{bohr}^{-1}$, and the root is found by bracketing. The weight is the part of the cell norm carried by wave $l$ inside the sphere, taken from the $l_{\max}=4$ solution; the phase shifts are evaluated at the $l_{\max}=4$ energy. The error is relative to the plane-wave energy.
\begin{center}
\begin{tabular}{ccccc}
$l$ & $\eta_l$ (rad) & weight & $E$ at $l_{\max}=l$ (Ry) & error (Ry)\\
0 & 1.4732 & 0.156 & 0.441732 & $4.4\times10^{-2}$\\
1 & 0.1717 & 0.238 & 0.399771 & $2.3\times10^{-3}$\\
2 & 0.0060 & 0.024 & 0.397652 & $1.7\times10^{-4}$\\
3 & 0.0002 & 0.0034 & 0.397482 & $4.7\times10^{-6}$\\
4 & 0.000003 & 0.00013 & 0.397478 & $5\times10^{-7}$
\end{tabular}
\end{center}
The result is $E=0.39748$ Ry, or $5.408$ eV. The plane-wave cutoff contributes only a few times $10^{-9}$ Ry to the last difference, which is therefore due mainly to the waves $l\ge5$. The waves $l\ge5$, not in the table, carry a weight of about $0.000025$ inside the sphere. At $l_{\max}=1$ the omitted weight is $0.024+0.0034+0.0002\approx0.028$; at $l_{\max}=3$ it is $0.00013+0.000025\approx0.00016$. It falls by a factor of about 180 and the error by about 490. The error thus decreases somewhat faster than the omitted weight, which is itself quadratic in the omitted amplitudes.

Next, radial functions are computed for a well that is too deep by a fraction $x$. They are used in (\ref{vol}) with the true $V$ and $K<12\ \mathrm{bohr}^{-1}$; alternatively, their phase shifts are put into (\ref{KKR}). Errors are relative to the $l_{\max}=4$ root for the true well.
\begin{center}
\begin{tabular}{ccc}
$x$ & functional (Ry) & wrong phase shifts (Ry)\\
0.20 & $1.216\times10^{-3}$ & $-4.45\times10^{-2}$\\
0.10 & $2.870\times10^{-4}$ & $-2.27\times10^{-2}$\\
0.05 & $6.97\times10^{-5}$ & $-1.14\times10^{-2}$
\end{tabular}
\end{center}
Halving $x$ from $0.10$ to $0.05$ divides the first error by $4.12$ and the second by $1.99$, as expected for quadratic and linear laws with small higher-order terms.

The coefficient in (\ref{err}) can be seen with the fixed distortion $\delta=t(r/s)^2\psi$, for which evaluating the formula gives $\Delta=0.004293\,t^2$ Ry. At $t=0.04$ this is $6.87\times10^{-6}$ Ry, while the root of $\Lambda$ moves by $6.76\times10^{-6}$ Ry. At $t=0.01$ the two values are $4.293\times10^{-7}$ and $4.275\times10^{-7}$ Ry. The relative difference falls from $1.6\%$ to $0.4\%$, in proportion to $t$, as a third-order term in $\Delta$ requires.
